How far does a two-dimensional electron gas screen a point charge?

**Question**

In a bulk electron gas, Thomas-Fermi screening turns the Coulomb potential 1/r into exp(−q_s r)/r. For a charged impurity lying in the plane of a two-dimensional electron gas I have used the same form, with the two-dimensional screening wave number for q_s. A colleague objects that field lines "escape through the surrounding dielectric". But the gas is a conductor and should screen the whole charge, so where would the lines go? Is my exponential right, and if not, what replaces it?

**Answer**

The exponential is wrong for this geometry. The gas does screen the whole charge, but the screening charge is confined to the plane while the field is not. In linear Thomas-Fermi theory the result is a 1/r³ tail. Your colleague's phrase needs one correction: the lines leave the plane, but they come back to it.

**Setting up the problem**

I use Hartree atomic units. The gas is a thin sheet at z = 0 with a dielectric of constant κ on both sides, and the charge Q sits in the sheet at r = 0. A potential φ lowers the electron energy by φ, so a local gas has density n(μ+φ). To first order the induced charge density is

ρ_ind = −(∂n/∂μ) φ = −(κ q_s/2π) φ, with q_s = (2π/κ) ∂n/∂μ.

For one parabolic band with two spins the density of states is m/π, and

n = (m/π) kT ln(1 + e^(μ/kT)).

Differentiate, and eliminate μ with e^(μ/kT) = e^(E_F/kT) − 1, where E_F = πn/m:

q_s = q₀ (1 − e^(−E_F/kT)), q₀ = 2m/κ.

In a bulk gas the induced charge fills all space, so ∇²φ = q_s²φ everywhere except at the impurity, with the bulk value of q_s, and this gives the exponential. Here ∇²φ = 0 outside the sheet, and screening enters only through the jump of the normal field, −2κ ∂_zφ(0⁺) = 4π(Qδ²(r) + ρ_ind). Hence

∂_zφ(0⁺) = q_s φ − (2πQ/κ) δ²(r).   (1)

An in-plane wave of wave number q obeys Laplace's equation and vanishes far away if it varies as e^(−q|z|). Then (1) reads −qφ = q_sφ − 2πQ/κ, or

φ(q) = (2πQ/κ) / (q + q_s).   (2)

The bulk denominator is q² + q_s², smooth at q = 0. Here q = √(q_x² + q_y²) has a cusp there, and it comes from the field outside the sheet.

**The potential in real space**

With q_s = 0 and κ = 1, a unit charge at height s above the plane gives the in-plane potential 1/√(r²+s²), whose transform is 2πe^(−qs)/q. Applying −∂/∂s to both gives the pair

s/(r²+s²)^(3/2) ↔ 2π e^(−qs).   (3)

Now write 1/(q+q_s) = ∫₀^∞ ds e^(−q_s s) e^(−qs) in (2) and transform back:

φ(r) = (Q/κ) ∫₀^∞ ds e^(−q_s s) s/(r²+s²)^(3/2).   (4)

Setting s = rx shows that φ → Q/(κr) for q_s r ≪ 1, the bare potential. For large r, use 1 − 3t/2 ≤ (1+t)^(−3/2) ≤ 1 with t = s²/r²; the lower bound is the tangent of a convex function. Since ∫s e^(−q_s s)ds = 1/q_s² and ∫s³e^(−q_s s)ds = 6/q_s⁴,

[Q/(κq_s²r³)] [1 − 9/(q_s r)²] ≤ φ(r) ≤ Q/(κq_s²r³).   (5)

So φ → Q/(κq_s²r³) once q_s r is well above 3.

**Where the field lines go**

The fraction of the screening charge lying beyond radius R is (κq_s/Q)∫_R^∞ φ r dr. Inserting (4) and doing the r integral first,

P(R) = q_s ∫₀^∞ ds e^(−q_s s) s/√(R²+s²) → 1/(q_s R) for large R.

P(0) = 1, so the total induced charge is −Q and no net flux reaches infinity. But a sphere of radius R encloses the net charge Q·P(R), and by Gauss's law that fraction of the flux crosses the sphere through the dielectric. These lines arch over the nearby gas and end on distant screening charge. To hold that charge, a local gas needs a nonzero potential, and that potential is the tail.

**Intercepting the lines**

If this explanation is right, blocking the lines must remove the tail. Put grounded metal planes at z = ±d and keep the gas, and so q_s, unchanged. Let Z(z) = sin k(d−z), which vanishes at the gate, and choose k so that Z′(0) = q_s Z(0), that is

k cot(kd) = −q_s.

Define c(r) = ∫₀^d Zφ dz. Using Laplace's equation, two integrations by parts and (1),

∇²c = −∫₀^d Z ∂_z²φ dz = k²c + Z(0)[∂_zφ(0⁺) − q_sφ(0)] = k²c − (2πQ/κ) Z(0) δ²(r).

The decaying solution is c = (Q/κ) Z(0) K₀(kr), where K₀ is the modified Bessel function, which falls as e^(−kr)/√(kr). The functions Z form a complete set on 0 < z < d, so φ is a sum of such terms. The smallest root k₁, between π/2d and π/d, controls the far field. The decay is now exponential, but its length is set mainly by the gate distance when q_s d ≫ 1.

With one gate, the wave on the gated side is sinh q(d−z), so q in (2) is replaced by the mean of q and q coth(qd). For small q the denominator is A + q/2 + O(q²), with A = q_s + 1/(2d), and its inverse contains −q/(2A²). Differentiating (3) with respect to s at s = 0 gives 1/r³ ↔ −2πq for r > 0, while even powers of q are polynomials in q_x and q_y and give nothing at r > 0. The tail therefore survives as Q/(2κA²r³). One open side is enough for a power law.

The dielectric constant tells the same story. Inserting q_s in the tail gives

φ → Qκ / [(2π ∂n/∂μ)² r³].

At fixed ∂n/∂μ, a larger κ raises the far potential, although it lowers the near one.

**Numbers**

Take m = 0.07, κ = 13, n = 10¹² cm⁻² and T = 77 K. Then E_F = 34.2 meV, kT = 6.6 meV, q_s = 0.202 nm⁻¹ and 1/q_s = 4.9 nm (93 bohr). For two unit charges Q/κ becomes 110.8 meV nm. At r = 50 nm the bare energy is 110.8/50 = 2.22 meV. The tail law divides it by (q_s r)² = 10.1² ≈ 102, giving 0.0216 meV; the integral (4) gives 0.0201 meV.

r (nm): screened; tail law; exp(−q_s r)/r, all in meV
10: 1.30; 2.71; 1.46
20: 0.246; 0.338; 0.097
50: 0.0201; 0.0216; 0.00009
200: 3.36×10⁻⁴; 3.38×10⁻⁴; 1.5×10⁻¹⁸

At 10 nm the exponential form is only 13% too high, but this is because the two curves happen to cross between 10 and 20 nm; at 50 nm it is too small by a factor of about 220. The local exponent −d ln φ/d ln r rises from 2.2 at 10 nm to 2.99 at 200 nm. At 50 nm, 9.6% of the screening charge still lies farther out, and the flux computed from the field above and below the plane gives the same fraction.

With gates at 50 nm, the energy at r = 200 nm falls from 3.4×10⁻⁴ meV to 1.6×10⁻⁴ meV for one gate and to 1.2×10⁻⁶ meV for two. The two-gate decay length is 17 nm.

**When Thomas-Fermi is not enough**

The local response ignores the electron wavelength. First-order perturbation theory replaces q_s in (2) by q₀F(q), where F is the static response divided by m/π:

(m/π)F = 4 P∫ d²k/(2π)² f_k/(ε_{k+q} − ε_k), with ε_{k+q} − ε_k = (q² + 2kq cos α)/2m.

Here P means principal value and f_k is the Fermi occupation. The angular integral of 1/(q² + 2kq cos α) is 2π/[q√(q²−4k²)] for 2k < q and zero for 2k > q. Substituting k = (q/2) sin θ,

F(q) = ∫₀^(π/2) f(½q sin θ) sin θ dθ.

At T > 0, f is a smooth function of k², so F is a smooth function of q², and F(0) = 1 − e^(−E_F/kT). The cusp at q = 0, and with it the 1/r³ tail as r → ∞, is unchanged. How far out the tail takes over depends on T, because temperature damps the Friedel oscillation described below only at large r; at 4.2 K the potential for this gas still changes sign near 200 nm. In the example this response gives 0.9945 of the Thomas-Fermi potential at 50 nm, and the two agree to better than 0.01% at 200 nm. Closer in, the electron wavelength matters more: the potential oscillates about the Thomas-Fermi value, lying about 25% below it at 5 nm, 23% above at 10 nm, 16% below at 15 nm, 6% above at 20 nm, and still about 3% off between 30 and 40 nm. The comparison with the exponential at 10 nm therefore holds only within Thomas-Fermi theory.

At T = 0, F = 1 − √(1 − (2k_F/q)²) above q = 2k_F. With δ = q − 2k_F small, F ≈ 1 − √(δ/k_F), which adds q₀√(δ/k_F)/(2k_F+q₀)² to 1/(q+q₀). In the inverse transform ∫q J₀(qr)…dq, use J₀(x) ≈ √(2/πx) cos(x−π/4) and ∫₀^∞ √δ e^(iδr) dδ = (√π/2) r^(−3/2) e^(3πi/4). The result is the Friedel term

φ_F ≈ −(Q/κ) q₀ sin(2k_F r) / [(2k_F+q₀)² r²].

It falls more slowly than 1/r³. For this density the asymptotic amplitude overtakes the T = 0 tail law at about 59 nm; the actual amplitude there is about 6% larger, and the full potential first turns negative near 53 nm. So at zero temperature the potential given by this response, which leaves out exchange and correlation, finally oscillates as 1/r², which is still not exponential.

**Comparison with a real quantum well**

The parameters are round values, roughly in the regime of electrons in a GaAs quantum well, with the density on the high side. One correction is exchange. Its first-order free energy per area,

F_x = −∫∫ d²k d²k′/(2π)⁴ f_k f_k′ 2π/(κ|k−k′|),

adds ∂²F_x/∂n² to ∂μ/∂n and reduces it to 0.74 of its free value. The tail of the electrostatic potential, which is what a test charge feels, varies as (∂μ/∂n)², so it drops to 0.54 of the value above. An electron also feels the exchange potential of the induced density. If that is taken as local, the electron's total potential is the free ∂μ/∂n times the induced density, which varies as the first power of ∂μ/∂n, so its tail drops only to 0.74. This estimate is for a strictly two-dimensional gas and omits correlation. Thickness weakens exchange markedly: in a 10 nm hard-wall well the same first-order expression, evaluated at T = 0, reduces ∂μ/∂n only to 0.86 of its free value, whose square is 0.75, against 0.74 and 0.55 for a thin sheet at T = 0. With the thickness term derived below, exchange lowers the electrostatic tail of a charge at the well centre to 0.73.

Finite thickness also matters. Let c be the mean separation across the layer of two electrons, and c_i that of an electron and the impurity. The Coulomb factors e^(−q|z−z′|) average to 1 − qc and 1 − qc_i at small q, so the layer-averaged potential is proportional to

(1 − qc_i)/[q + q_s(1 − qc)] ≈ 1/q_s − q[1/q_s² + (c_i − c)/q_s].

The tail is multiplied by 1 + q_s(c_i − c). For a 10 nm hard-wall well with the charge at its centre this is 1 + 0.202(1.49 − 2.07) = 0.88. For a thin sheet and a donor 10 nm away from it, c = 0 and c_i = 10 nm, and the factor is about 3. Remote donors therefore have a larger tail than the in-plane charge treated here.

A vacuum surface 100 nm from the sheet changes the potential at 50 nm by only +2%. For r far beyond 100 nm the waves have q × 100 nm ≪ 1 and pass through the film almost unchanged, so κ becomes the mean (13+1)/2 = 7. At fixed ∂n/∂μ the tail then falls to 7/13 = 0.54 of its value.

Nonlinear response within the local model depends on the sign of the charge. For an attractive unit charge it is small here. Because n(μ) is convex, such a charge gathers more electrons than the linear term gives, by n(μ+φ) − n(μ) − φ ∂n/∂μ. These extra electrons lower φ below (4) without changing its sign, so evaluating the excess with (4) overestimates it. Its integral over the plane is less than 0.0023, and the effective charge is reduced by no more than that. A repulsive unit charge is different. It nearly empties the gas within about 1.5 nm, where the linear term would remove more electrons than are present. Solving the local model self-consistently then raises the effective charge, and with it the tail, by about 20%. Neither figure covers quantum effects close to the impurity, such as a bound state at an attractive charge.

The coefficient for a real sample can thus differ from the simple one by a factor of two or more. The numerical output below gives the remaining figures.

Calculated quantities

```
effective mass 0.07 m_e, permittivity 13.0, T = 77.0 K
density = 1.00e+12 cm^-2
Coulomb constant e^2/(4 pi eps0 eps) = 110.77 meV nm
effective Bohr radius = 9.828 nm, r_s = 0.574
Fermi energy = 34.20 meV, kT = 6.635 meV, mu = 34.16 meV
Fermi wave number = 0.2507 1/nm
qs at T=0 = 0.2035 1/nm, at 77.0 K = 0.2023 1/nm
screening length 1/qs = 4.942 nm = 93.4 bohr
r(nm): bare, screened, tail law, exp(-qs r)/r (all meV); exponent; outside
   10: 11.0767, 1.2978e+00, 2.7057e+00, 1.464e+00; 2.225; 0.3654
   20: 5.5383, 2.4604e-01, 3.3821e-01, 9.681e-02; 2.565; 0.2190
   50: 2.2153, 2.0073e-02, 2.1645e-02, 8.950e-05; 2.868; 0.0963
  100: 1.1077, 2.6494e-03, 2.7057e-03, 1.808e-09; 2.960; 0.0491
  200: 0.5538, 3.3638e-04, 3.3821e-04, 1.475e-18; 2.989; 0.0247
flux fraction through sphere of 50 nm = 0.09628
charge fraction outside 50 nm = 0.09628, 1/(qs R) = 0.09885
gates at distance 50 nm, potentials at r = 200 nm:
  no gate   3.3638e-04 meV
  one gate  1.5702e-04 meV
  two gates 1.1619e-06 meV
  two-gate decay length 1/k1 = 17.45 nm
  one-gate far tail / ungated tail = 0.4540
surface at 100 nm: potential ratio at 50 nm = 1.0191
  ratio at 5000 nm = 0.5387, (eps+1)/(2 eps) = 0.5385
Lindhard/Thomas-Fermi at 77.0 K: 50 nm 0.9945, 200 nm 0.99997
T=0 Friedel amplitude at 50 nm = 1.8150e-02 meV
T=0 Friedel amplitude equals 1/r^3 tail at r = 58.9 nm
Friedel law deviation at the two test radii = 0.0341, 0.0163
well width 10 nm: c = 2.067 nm, c_i = 1.487 nm
  thickness factor on tail = 0.8826
  second subband lies 161.2 meV higher
nonlinear loss of effective charge, upper bound = 0.00223 e
exchange: (dmu/dn)/(free value) = 0.7365
  qs with exchange = 0.2747 1/nm, tail factor = 0.5425
```
